# Effective degeneracy of a silicon donor with thermally populated valley-orbit states

For a silicon donor whose excited 1s levels lie only 11 to 12 meV above the ground level, no single constant degeneracy gives correct carrier densities throughout the freeze-out range; a donor with a much larger splitting stays close to the spin value 2 up to higher temperature. For the model donor treated below, with $10^{16}\ \mathrm{cm^{-3}}$ donors at 50 K, the spin degeneracy 2 gives an electron density 18 % above the correct result of the model, and the full count of twelve 1s states gives one 57 % below it. A second error follows when the ionization energy is read from the temperature dependence of the mass-action constant $K=nN_+/N_0$, which follows from the density once the doping is known. Here $N_+$ and $N_0$ are the densities of ionized and neutral donors. In the model, near 50 K, the slope of $\ln(K/T^{3/2})$ against $-1/kT$ gives 41.5 meV, although the ground state lies 44.5 meV below the band edge. Both errors have one cause. The 1s level of the donor is a group of levels, and the upper ones become populated as the temperature rises, so the number of states that count changes with temperature.

The conduction band of silicon has six equivalent minima, on the positive and negative cubic axes of wave-vector space. In effective-mass theory a donor binds one 1s orbital from each. The potential near the donor core varies rapidly in space and couples these orbitals. At a substitutional site the tetrahedral symmetry makes all pairs of opposite valleys equivalent, and likewise all perpendicular pairs. With suitable phases of the valley orbitals there are then two real couplings, written $-a$ for opposite and $-b$ for perpendicular valleys. The common diagonal energy is $-B$, measured from the conduction-band edge. In the order $x,\bar x,y,\bar y,z,\bar z$ the matrix is

$$
H=\begin{pmatrix}
-B&-a&-b&-b&-b&-b\\
-a&-B&-b&-b&-b&-b\\
-b&-b&-B&-a&-b&-b\\
-b&-b&-a&-B&-b&-b\\
-b&-b&-b&-b&-B&-a\\
-b&-b&-b&-b&-a&-B
\end{pmatrix}.
$$

Its eigenvectors follow from symmetry. For $(1,1,1,1,1,1)$ every row gives the row sum, so this $A_1$ state has energy

$$E_A=-B-a-4b .$$

For $(1,-1,0,0,0,0)$ the first row gives $-B+a$, the second gives minus that, and the other rows give $-b+b=0$. The same holds for the $y$ and $z$ pairs, so there are three $T_2$ states with

$$E_T=-B+a .$$

For $(1,1,-1,-1,0,0)$ the first row gives $-B-a+2b$, the $y$ rows give minus that, and the $z$ rows give $-2b+2b=0$. The independent vector $(1,1,1,1,-2,-2)$ has the same eigenvalue: an $x$ row gives $-B-a-2b+4b$. These are the two $E$ states,

$$E_E=-B-a+2b .$$

The heights above the ground level are therefore

$$\Delta_T=E_T-E_A=2a+4b,\qquad \Delta_E=E_E-E_A=6b .$$

The $A_1$ state is lowest if $b>0$ and $a+2b>0$, which is assumed from here on. Spin doubles every level; spin-orbit splitting, strain and external fields are left out.

Now let the donor exchange electrons with a reservoir at Fermi level $\mu$ and temperature $T$, and write $\beta=1/kT$. The ionized donor has one internal state, whose energy is set to zero. A second bound electron would be repelled by the first, and states with two or more electrons are dropped for now. The grand partition function then contains the empty state and twelve one-electron states:

$$
Z=1+2e^{\beta(\mu-E_A)}+6e^{\beta(\mu-E_T)}+4e^{\beta(\mu-E_E)} .
$$

The ratio of neutral to ionized donors, $N_0/N_+$, is the sum of the one-electron terms divided by the weight 1 of the empty state. Taking out the factor that belongs to the ground level gives

$$
\boxed{\frac{N_0}{N_+}=g(T)\,e^{\beta(\mu-E_A)},\qquad
g(T)=2\left[1+3e^{-\beta\Delta_T}+2e^{-\beta\Delta_E}\right]}
$$

The effective degeneracy $g$ is thus the internal partition function of the neutral donor, counted from its ground level. Since $N_0+N_+=N_D$, the occupied fraction is

$$
\frac{N_0}{N_D}=\frac{1}{1+g^{-1}e^{\beta(E_A-\mu)}} .
$$

The repulsion is essential here. Without it the twelve spin-orbitals would fill independently, and the mean electron number would be a sum of twelve Fermi functions. For the example below, at 50 K and $\mu=E_A$, that sum is 1.67, whereas single occupancy gives $g/(1+g)=0.73$.

A value of $g$ has meaning only together with its reference level. If another energy $E'$ replaces $E_A$ in the exponential, the same ratio $N_0/N_+$ requires

$$g'=g\,e^{\beta(E'-E_A)} .$$

The combination of $g=12$ with the ground-state energy therefore gives the correct ratio $N_0/N_+$ only where all the Boltzmann factors in $g$ are close to one.

In the cold limit, $kT\ll\Delta_T,\Delta_E$, both exponentials vanish and $g\to2$. For the opposite limit, measure each orbital energy $\varepsilon_i$ from the centre of the manifold, $\eta_i=\varepsilon_i+B$. Because $\varepsilon_i-E_A=\eta_i+a+4b$,

$$
g=2\sum_{i=1}^{6}e^{-\beta(\varepsilon_i-E_A)}
=12\,e^{-\beta(a+4b)}\,\overline{e^{-\beta\eta}},
$$

where the bar is the average over the six orbitals. The matrix $H+B$ has zero diagonal, so its trace vanishes and $\overline{\eta}=0$. The trace of its square is the sum of all its squared elements. Each row contributes $a^2+4b^2$, and so $\overline{\eta^2}=a^2+4b^2$. Expanding the exponential and then the logarithm gives

$$
\ln g=\ln12-\beta(a+4b)+\tfrac12\beta^2(a^2+4b^2)+O(\beta^3).
$$

The linear term shifts the reference from the ground level to the centre $-B$; the quadratic term comes from the spread of the levels. Within the 1s model $g$ tends to 12, but slowly, since the correction falls only as $1/T$.

The derivative of $\ln g$ has a direct meaning. Each exponential brings down its own excitation energy:

$$
\langle\Delta\rangle=-\frac{d\ln g}{d\beta}
=\frac{6\Delta_Te^{-\beta\Delta_T}+4\Delta_Ee^{-\beta\Delta_E}}{g}.
$$

This is the mean excitation energy of a neutral donor. Its free energy is $-kT\ln\sum e^{-\beta\varepsilon}=E_A-kT\ln g$, with the sum over the twelve spin states.

The electron density in the band is needed next. In a valley with longitudinal mass $m_l$ and transverse mass $m_t$, the kinetic energy is $\hbar^2k_l^2/2m_l+\hbar^2k_t^2/2m_t$, where $k_t$ has two components. If $\mu$ lies several $kT$ below the edge, the Fermi function becomes a Boltzmann factor and

$$
n=12\,e^{\beta\mu}\int\frac{d^3k}{(2\pi)^3}\,
e^{-\beta\hbar^2(k_l^2/2m_l+k_t^2/2m_t)} .
$$

The factor 12 counts six valleys and two spins. Each Cartesian direction gives a Gaussian integral $\sqrt{2\pi mkT}/\hbar$ with its own mass. Their product, with $h=2\pi\hbar$, yields

$$
n=N_ce^{\beta\mu},\qquad
N_c=12\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2},\qquad
m_d=(m_lm_t^2)^{1/3}.
$$

Multiplying $n$ by $N_+/N_0=g^{-1}e^{\beta(E_A-\mu)}$ removes the Fermi level. With the ionization energy $E_i=-E_A>0$,

$$
\frac{nN_+}{N_0}=K(T),\qquad K=\frac{N_c}{g}\,e^{-\beta E_i}.
$$

Let there also be $N_A<N_D$ acceptors, all negatively charged, and negligibly few holes. Neutrality requires $N_+=n+N_A$, which leaves $N_0=N_D-N_A-n$. Hence

$$
n(n+N_A)=K(N_D-N_A-n),
$$

$$
n^2+(K+N_A)n-K(N_D-N_A)=0 .
$$

The product of the roots is negative, so one root is positive. Multiplying the numerator and denominator of its usual form by the conjugate expression gives

$$
n=\frac{2K(N_D-N_A)}
{K+N_A+\sqrt{(K+N_A)^2+4K(N_D-N_A)}} .
$$

Three regimes follow. If $K\ll N_A$ and $4K(N_D-N_A)\ll N_A^2$, the denominator is $2N_A$ and $n\simeq K(N_D-N_A)/N_A$, proportional to $1/g$. If $N_A=0$ and $K\ll N_D$, the square root dominates and $n\simeq\sqrt{KN_D}$, proportional to $g^{-1/2}$. If $K\gg N_D$, then $n\to N_D-N_A$ and the degeneracy drops out.

Between these limits the sensitivity to $g$ comes from the logarithm of the mass-action law. Differentiating $\ln n+\ln(n+N_A)-\ln(N_D-N_A-n)=\ln K$ at fixed temperature, where $d\ln K=-d\ln g$, gives

$$
\frac{d\ln n}{d\ln g}=-s,\qquad
s=\left[1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}\right]^{-1}.
$$

The activation energy is also changed. Since $N_c\propto T^{3/2}$, $\ln(K/T^{3/2})=\text{const}-\ln g-\beta E_i$, and therefore

$$
-\frac{d}{d\beta}\ln\frac{K}{T^{3/2}}
=E_i+\frac{d\ln g}{d\beta}=E_i-\langle\Delta\rangle .
$$

A neutral donor is on average already excited by $\langle\Delta\rangle$, and this part of the energy to the band edge need not be supplied again.

For a worked case take the round parameters $B=35$ meV, $a=1.5$ meV, $b=2$ meV, $m_l=0.9\,m_e$ and $m_t=0.2\,m_e$, with $N_D=10^{16}\ \mathrm{cm^{-3}}$ and $N_A=10^{14}\ \mathrm{cm^{-3}}$. They have the valley structure of silicon but are not fitted to a particular dopant. The level formulas give $E_i=35+1.5+8=44.5$ meV, $\Delta_T=3+8=11$ meV and $\Delta_E=12$ meV.

At 50 K, $kT=4.309$ meV, and the two Boltzmann factors are 0.07785 and 0.06172. Thus

$$
g=2[1+3(0.07785)+2(0.06172)]=2.714,
$$

$$
\langle\Delta\rangle=\frac{6(11)(0.07785)+4(12)(0.06172)}{2.714}\ \mathrm{meV}
=2.985\ \mathrm{meV}.
$$

Although each excited state has a small weight, there are ten of them, and together they hold 26 % of the neutral donors. The activation slope of $K/T^{3/2}$ is $44.5-2.985=41.5$ meV. The density itself has a different slope here, because with compensation $n$ is proportional to $K$ only while $n\ll N_A$. With $N_c=1.944\times10^{18}\ \mathrm{cm^{-3}}$ and $e^{-\beta E_i}=3.270\times10^{-5}$,

$$
K=\frac{(1.944\times10^{18})(3.270\times10^{-5})}{2.714}\ \mathrm{cm^{-3}}
=2.342\times10^{13}\ \mathrm{cm^{-3}} .
$$

In the formula for $n$, $K+N_A=1.234\times10^{14}\ \mathrm{cm^{-3}}$ and the square root is $9.710\times10^{14}\ \mathrm{cm^{-3}}$, so

$$
n=\frac{2(2.342\times10^{13})(9.9\times10^{15})}
{1.234\times10^{14}+9.710\times10^{14}}\ \mathrm{cm^{-3}}
=4.24\times10^{14}\ \mathrm{cm^{-3}} .
$$

With $g=2$ the result would be $4.99\times10^{14}\ \mathrm{cm^{-3}}$, and with $g=12$ it would be $1.82\times10^{14}\ \mathrm{cm^{-3}}$. The sensitivity explains the size of the first error. Here $s=1/(1+0.809+0.045)=0.54$, so replacing 2.714 by 2 raises $n$ by a factor of about $(2.714/2)^{0.54}=1.18$.

At 20 K, $g=2.014$ and the choice $g=2$ is good to 0.7 %, while $g=12$ makes $n$ too small by a factor of 6.0. This is the compensated regime, where the full ratio $12/2.014$ appears in the density. The error from $g=2$ is 29 % at 75 K and 26 % at 100 K. It is smaller at 100 K although $g$ has risen from 3.72 to 4.67, because the sensitivity falls as more donors ionize. At the correct density $s$ is 0.43 and 0.31. It drops further as $g$ is lowered to 2 and $n$ rises, and its average over that change, which sets the error, is 0.42 at 75 K and 0.28 at 100 K.

The excited states act in opposite directions on two quantities that could each be taken for the depth of the donor level. If the spin factor 2 is kept and the rest of $g$ is absorbed into the energy, the level becomes $E_A-kT\ln(g/2)$. At 50 K it lies $4.309\ln(1.357)=1.3$ meV below $E_A$, which is a binding of 45.8 meV, whereas the activation slope is 41.5 meV. The first is a free energy and includes the entropy of the added states, which favours the neutral donor. The second is a mean energy, which thermal excitation brings closer to the band.

The program compares the closed formulas, from which most of the tables below are printed, with a separate numerical calculation. For the latter the valley matrix was diagonalized, all 4096 occupations of the twelve spin-orbitals were summed, and neutrality was solved with the Fermi function integrated over the anisotropic valleys. With a pair repulsion of 400 meV, the density differs from the formula by at most 0.011 % at the five temperatures computed between 20 and 100 K. Activation slopes taken from densities solved numerically for $N_D=10^{14}$ and $N_A=10^{12}\ \mathrm{cm^{-3}}$ at 30, 50 and 100 K agree with $E_i-\langle\Delta\rangle$ within the asserted 0.01 meV.

Three omissions limit the result. The first is the negatively charged donor. Give each pair of electrons a repulsion $U$. The lowest pair state has energy $2E_A+U$, and its weight relative to all neutral states is

$$
\frac{e^{\beta(2\mu-2E_A-U)}}{g\,e^{\beta(\mu-E_A)}}
=\frac{1}{g}\,\frac{n}{N_c}\,e^{\beta(E_i-U)},
$$

where $e^{\beta\mu}=n/N_c$ was used. For $U=44$ meV the second electron is bound by 0.5 meV, and the weight stays small as long as $n\ll N_c$. With all multiple occupations included at this $U$, the density departs from the formula by at most 0.26 % at the five temperatures computed between 20 and 100 K. A constant repulsion is a crude picture of the charged donor, and at the lowest temperatures the change is small only because the example is compensated. Multiplying the weight by $N_0/n$ gives the number of negative donors per band electron, $N_0e^{\beta(E_i-U)}/(gN_c)$, when only the lowest pair state counts. In cold compensated material $n\ll N_A$, and the negative donors are then negligible beside the acceptors in the charge balance. Without acceptors they must be compared with $n$ itself. Since $N_c$ falls as $T^{3/2}$, their share grows on cooling: for $N_A=0$, $N_D=10^{16}\ \mathrm{cm^{-3}}$ and $U=44$ meV it is about 5 % at 10 K, even though $n\ll N_c$.

The second omission, the higher bound states, is more serious than the first at 75 and 100 K. As an estimate, take a hydrogenic $n=2$ shell with four orbitals per valley and spin, hence 48 states, bound by $B/4=8.75$ meV. It lies 35.75 meV above the ground level. Its weight is 0.4 % of the 1s value of $g$ at 50 K, 5 % at 75 K and 16 % at 100 K. Through $s=0.31$, the last figure would lower $n$ at 100 K by about 5 %. The slope suffers more, because the added states are high in energy. Including the shell at 100 K changes the mean excitation from 6.5 meV to

$$
\frac{6.5+0.162\times35.75}{1.162}\ \mathrm{meV}\simeq10.6\ \mathrm{meV},
$$

which lowers the slope from 38 to about 34 meV. At 50 K the same correction is only 0.14 meV. These are lower estimates: a hydrogenic $n=3$ shell, with 108 states bound by $B/9$, adds a weight of 0.3 % at 50 K, 5 % at 75 K and 21 % at 100 K, and so roughly doubles each correction. As far as higher bound states are concerned, the 1s formula serves well up to about 50 K.

At 300 K the 1s sum gives $g=8.4$, still well below 12, while the estimated $n=2$ shell would contribute 1.4 times as much as the whole 1s manifold. The value 12 is therefore a limit of the truncated model and not a plateau that this donor would reach. Nor can the sum be completed by adding all hydrogenic shells of an isolated donor: the number of states grows as the square of the shell number while their Boltzmann factors approach a constant, so the sum diverges. Neighbouring donors and screening must cut it off, and the cutoff then depends on the doping as well as on temperature.

The third omission is the effect of screening on the ionization energy itself, which was held fixed throughout. In the example at 50 K the band electrons alone give a Debye length $\lambda=\sqrt{\varepsilon kT/e^2n}$ of about 80 nm for a dielectric constant of 11.7, and to first order the binding falls by $e^2/4\pi\varepsilon\lambda\approx1.5$ meV. Through $s=0.54$ this raises $n$ by about 20 %, as much as the error from $g=2$. The shift varies with temperature, so it changes the activation slope as well. The densities and slopes above are therefore those of isolated donors, and a real sample follows them only at lower doping.

## Calculated quantities

```
B = 35.0 meV, a = 1.5 meV, b = 2.0 meV
m_l = 0.9 m_e, m_t = 0.2 m_e
m_d = 0.3302 m_e
N_D = 1.0e+16 cm^-3, N_A = 1.0e+14 cm^-3
Diagonalized levels (meV): [-44.5 -33.5 -33.5 -33.5 -32.5 -32.5]
E_i = 44.5 meV
Delta_T = 11.0 meV, Delta_E = 12.0 meV
T (K) | kT (meV) | g | excited fraction | mean excitation (meV)
20 | 1.7235 | 2.0139 | 0.0069 | 0.078
30 | 2.5852 | 2.1237 | 0.0583 | 0.659
50 | 4.3087 | 2.7140 | 0.2631 | 2.985
75 | 6.4630 | 3.7187 | 0.4622 | 5.252
100 | 8.6173 | 4.6678 | 0.5715 | 6.500
300 | 25.8520 | 8.4353 | 0.7629 | 8.690
T (K) | E_i minus mean excitation (meV) | n=2 shell weight / g
20 | 44.422 | 2.34e-08
30 | 43.841 | 2.23e-05
50 | 41.515 | 4.41e-03
75 | 39.248 | 5.11e-02
100 | 38.000 | 1.62e-01
300 | 35.810 | 1.43e+00
T (K) | n with g(T) | n with g=2 | n with g=12 (cm^-3)
20 | 1.4785e+08 | 1.4888e+08 | 2.4813e+07
30 | 1.3890e+12 | 1.4736e+12 | 2.4864e+11
50 | 4.2377e+14 | 4.9892e+14 | 1.8233e+14
75 | 2.6236e+15 | 3.3964e+15 | 1.5453e+15
100 | 5.4345e+15 | 6.8615e+15 | 3.9114e+15
50 K: exp(-Delta_T/kT) = 0.07785
50 K: exp(-Delta_E/kT) = 0.06172
50 K: exp(-E_i/kT) = 3.2704e-05
50 K: N_c = 1.9438e+18 cm^-3
50 K: K = 2.3423e+13 cm^-3
50 K: n from numerical neutrality = 4.2375e+14 cm^-3
50 K, mu=E_A: occupancy, single electron = 0.7307
50 K, mu=E_A: occupancy, no repulsion = 1.6659
Temperature where g = 4: 82.08 K
Numerical activation slope at 30 K: 43.841 meV
Numerical activation slope at 50 K: 41.515 meV
Numerical activation slope at 100 K: 38.000 meV
Pair repulsions: 400 and 44 meV
Largest change of n, large repulsion: 0.0112 %
Largest change of n, pair near edge: 0.2629 %
1000 K: ln g from levels = 2.375928, series = 2.375893
```
